\section*{Finite-box suppression of diffusion in a 64-molecule water cell}

\section*{Question}

A first-principles molecular dynamics run of liquid water uses 64 molecules in a periodic cubic box of edge $L$ and volume $V=L^3$. The nuclei move classically, the total momentum is held at zero, and the run yields a self-diffusion coefficient $D_L$. The quantity wanted is $D_\infty$, the value for the same model liquid in an infinitely large box.

Take the following rough values for water near room temperature: temperature $T=298$ K, density $1.0$ g/cm$^3$, shear viscosity $\eta=0.9$ mPa\,s and experimental diffusion coefficient $D_{\rm exp}=2.3$ nm$^2$/ns. The molar mass is $18.015$ g/mol, and $1$ nm$^2$/ns $=10^{-9}$ m$^2$/s.

The parts below derive the hydrodynamic correction of Yeh and Hummer, apply it to this box, and examine what the resulting fraction means.

\section*{Part (a): diffusion carried by the flow modes}

\textbf{Question.} A tracer molecule is carried by the thermally fluctuating velocity field of the liquid, averaged over a normalized, spherically symmetric weight $f(\mathbf r)$ centred on the tracer. Express its diffusion coefficient as a sum over the wavevectors of the box. Does the result require the flow modes to decay exponentially?

\textbf{Answer.} Expand the velocity field as $\mathbf u(\mathbf r,t)=\sum_{\mathbf k}\mathbf u_{\mathbf k}(t)e^{i\mathbf k\cdot\mathbf r}$, with $\mathbf k=2\pi\mathbf n/L$ and $\mathbf n$ an integer vector. The mode $\mathbf k=0$ is absent because the total momentum is zero. With $f_k$ the Fourier transform of $f$, normalized to $f_0=1$, the tracer at $\mathbf r_0$ has velocity
\begin{equation}
\mathbf v(t)=\sum_{\mathbf k\neq0}f_k\,\mathbf u_{\mathbf k}(t)\,e^{i\mathbf k\cdot\mathbf r_0}.
\end{equation}
The tracer is taken to stay in place while a mode decays; part (f) estimates the error for purely viscous decay.

Consider first the two transverse polarizations. The kinetic energy is $\tfrac12\rho V\sum_{\mathbf k}|\mathbf u_{\mathbf k}|^2$, where $\rho$ is the mass density. Since $\mathbf u$ is real, $\mathbf k$ and $-\mathbf k$ form a pair. For one polarization the pair has energy $\rho V|u_{\mathbf k}|^2$ and two real degrees of freedom, each with mean energy $\tfrac12k_BT$. Hence
\begin{equation}
\langle|u_{\mathbf k}|^2\rangle=\frac{k_BT}{\rho V}.
\end{equation}

Let $\phi_k(t)$ be the normalized time correlation of such a mode, with $\phi_k(0)=1$. In linear hydrodynamics with a stress memory $N(s)$,
\begin{equation}
\frac{d\phi_k}{dt}=-k^2\int_0^t N(s)\,\phi_k(t-s)\,ds,
\qquad \int_0^\infty N(s)\,ds=\nu=\frac{\eta}{\rho}.
\end{equation}
Integrate over all positive times. The left side gives $\phi_k(\infty)-\phi_k(0)=-1$. On the right, the integral of a convolution is the product of the integrals. Therefore
\begin{equation}
\int_0^\infty\phi_k(t)\,dt=\frac{1}{\nu k^2}.
\end{equation}
Exponential decay is not required. For example, take an exponential memory lasting ten times the viscous decay time $1/(\nu k^2)$. Numerical integration shows the correlation swinging down to $-0.60$, while its time integral remains $1.000$ in units of $1/(\nu k^2)$.

Longitudinal modes contribute nothing to the time integral. By mass conservation the longitudinal velocity is proportional to the time derivative of the density mode. Its correlation is thus proportional to $-F''(t)$, where $F$ is the density correlation, and integrates to $F'(0)-F'(\infty)=0$, because $F$ is even in time and decays.

The Green--Kubo relation $D=\tfrac13\int_0^\infty\langle\mathbf v(0)\cdot\mathbf v(t)\rangle dt$, with two polarizations per wavevector, now gives
\begin{equation}
D_L=\frac13\sum_{\mathbf k\neq0}2\,\frac{k_BT}{\rho V}\,\frac{|f_k|^2}{\nu k^2}
=\frac{2k_BT}{3\eta V}\sum_{\mathbf k\neq0}\frac{|f_k|^2}{k^2}.
\label{modes}
\end{equation}
Any further contribution from local molecular motion is assumed to be independent of $L$, so that it cancels in $D_\infty-D_L$.

\section*{Part (b): the infinite liquid and the missing part}

\textbf{Question.} Evaluate $D_\infty$ for a weight spread uniformly over a spherical shell of radius $a$. Then write $D_\infty-D_L$ for a tracer much smaller than the box in terms of one pure number $\xi$.

\textbf{Answer.} In an infinite box $V^{-1}\sum_{\mathbf k}$ becomes $\int d^3k/(2\pi)^3$. For the shell $f_k=\sin(ka)/(ka)$, and $d^3k=4\pi k^2dk$, so
\begin{align}
D_\infty&=\frac{2k_BT}{3\eta}\,\frac{1}{2\pi^2}\int_0^\infty\frac{\sin^2(ka)}{(ka)^2}\,dk\nonumber\\
&=\frac{k_BT}{3\pi^2\eta}\,\frac{\pi}{2a}=\frac{k_BT}{6\pi\eta a}.
\label{stokes}
\end{align}
This is the Stokes--Einstein value for a sphere with stick boundary conditions, which confirms the prefactor of Eq.~(\ref{modes}).

For the difference define
\begin{equation}
B=4\pi\left[\int\!\frac{d^3k}{(2\pi)^3}-\frac1V\sum_{\mathbf k\ne0}\right]\frac{|f_k|^2}{k^2},
\qquad
D_\infty-D_L=\frac{k_BT}{6\pi\eta}\,B,
\label{B}
\end{equation}
where the factor follows from $(2/3)/(4\pi)=1/(6\pi)$. As the tracer size goes to zero, $B$ can depend on no length except $L$. Since $B$ is an inverse length, $B\to\xi/L$, and
\begin{equation}
D_\infty=D_L+\frac{\xi k_BT}{6\pi\eta L}.
\label{yh}
\end{equation}
The integral and the sum each diverge for a point tracer. Their difference is finite, as the next part shows.

\section*{Part (c): the number $\xi$}

\textbf{Question.} Find a rapidly convergent expression for $\xi$, evaluate it, and say which part of the velocity correlation the box removes.

\textbf{Answer.} Set $L=1$ and use $1/k^2=\int_0^\infty e^{-k^2\tau}d\tau$. Then $\xi=4\pi\int_0^\infty G(\tau)\,d\tau$ with
\begin{equation}
G(\tau)=\int\!\frac{d^3k}{(2\pi)^3}e^{-k^2\tau}-\sum_{\mathbf k\neq0}e^{-k^2\tau}
=(4\pi\tau)^{-3/2}-\sum_{\mathbf k\neq0}e^{-k^2\tau}.
\label{G}
\end{equation}
Poisson summation states that $\sum_{\mathbf k}e^{-k^2\tau}=(4\pi\tau)^{-3/2}\sum_{\mathbf n}e^{-n^2/4\tau}$, with $\mathbf k=0$ and $\mathbf n=0$ included. Separating these two terms turns Eq.~(\ref{G}) into
\begin{equation}
G(\tau)=1-(4\pi\tau)^{-3/2}\sum_{\mathbf n\neq0}e^{-n^2/4\tau}.
\label{Gsmall}
\end{equation}
So $G\to1$ at small $\tau$, and by Eq.~(\ref{G}) $G\to(4\pi\tau)^{-3/2}$ at large $\tau$. The integral converges at both ends.

Split it at a small value $t$. Below $t$ use $G\simeq1$; above $t$ integrate Eq.~(\ref{G}) term by term:
\begin{align}
\int_0^tG\,d\tau&\simeq t,\\
\int_t^\infty G\,d\tau&=\frac{2}{(4\pi)^{3/2}\sqrt t}-\sum_{\mathbf k\neq0}\frac{e^{-k^2t}}{k^2}.
\end{align}
Multiplication by $4\pi$, with $4\pi\cdot2/(4\pi)^{3/2}=1/\sqrt\pi$, gives
\begin{equation}
\xi\simeq\frac{1}{\sqrt{\pi t}}+4\pi t-4\pi\sum_{\mathbf k\neq0}\frac{e^{-k^2t}}{k^2}.
\end{equation}
The neglected terms carry the factor $e^{-1/4t}$. At $t=0.0064$ this is about $e^{-39}$, and direct summation gives
\begin{equation}
\xi=2.837297.
\end{equation}

For purely viscous decay, $\tau$ is physical time in units of $L^2/\nu$, and $G$ is proportional to the correlation missing from the box. At early times the deficit is constant, because the uniform mode $\mathbf k=0$ has been removed. At late times the whole $t^{-3/2}$ tail of the infinite liquid is missing, since the slowest mode of the box decays exponentially. With stress memory the time course differs, but by part (a) the integral does not.

\section*{Part (d): the 64-molecule box}

\textbf{Question.} Suppose that the model reproduces the experimental viscosity and has $D_\infty=D_{\rm exp}$. What fraction of $D_{\rm exp}$ does the box suppress? How does this fraction depend on the number of molecules $N$?

\textbf{Answer.} The box edge follows from the density:
\begin{equation}
L=\left(\frac{64\times18.015\ \text{g/mol}}{N_A\times1.0\ \text{g/cm}^3}\right)^{1/3}=1.2417\ \text{nm}.
\end{equation}
With $k_BT=4.1143\times10^{-21}$ J, Eq.~(\ref{yh}) gives
\begin{align}
D_\infty-D_L&=\frac{2.8373\times4.1143\times10^{-21}\ \text{J}}{6\pi\,(0.9\times10^{-3}\ \text{Pa\,s})(1.2417\times10^{-9}\ \text{m})}\nonumber\\
&=5.54\times10^{-10}\ \text{m}^2/\text{s}=0.554\ \text{nm}^2/\text{ns}.
\end{align}
The suppressed fraction is
\begin{equation}
\frac{D_\infty-D_L}{D_{\rm exp}}=\frac{0.554}{2.3}=0.241,
\end{equation}
or about 24\,\%. Such a model would show $D_L=2.3-0.554=1.75$ nm$^2$/ns in this box, and the correction would multiply that value by $1.32$.

The inputs are rounded. If $\eta$ lies between $0.85$ and $0.95$ mPa\,s and $D_{\rm exp}$ between $2.25$ and $2.35$ nm$^2$/ns, the fraction lies between 22.3\,\% and 26.1\,\%. ``About one quarter'' is as fine a statement as these data support.

At fixed density $L\propto N^{1/3}$, so the fraction falls as $N^{-1/3}$. It is 19.1\,\% for 128 molecules, 15.2\,\% for 256 and 12.0\,\% for 512. An eightfold larger cell halves the effect. To reach 5\,\% one needs $N=64\,(0.241/0.05)^3\approx7200$ molecules. That is more than a hundred times the size of the present cell. Correcting the small cell avoids this enlargement, but it requires the viscosity of the model.

Equation (\ref{yh}) also offers a route that needs no separate viscosity. At fixed temperature and density, $D_L$ plotted against $1/L$ is a straight line to leading order. Its intercept is $D_\infty$ and its slope is $-\xi k_BT/(6\pi\eta)$, which yields the viscosity of the model. For small cells the $1/L^3$ terms of part (f) bias the slope more than the intercept. A line through 64 and 128 molecules gives a viscosity 3\,\% too high for tracer size $a=0.105$ nm, and 20\,\% too low if a dispersion length $\ell=0.2$ nm is added, while the intercept stays within 4\,\%.

\section*{Part (e): a model liquid that is too viscous}

\textbf{Question.} Another model of water has three times the viscosity used above. Assume that the hydrodynamic radius $R=k_BT/(6\pi\eta D_\infty)$ is the same in both liquids, at the same $T$ and $L$. Find the suppressed fraction of the model's own $D_\infty$ and of $D_{\rm exp}$. What happens if the correction is computed with the experimental viscosity?

\textbf{Answer.} Dividing Eq.~(\ref{yh}) by $D_\infty$ gives
\begin{equation}
\frac{D_\infty-D_L}{D_\infty}=\frac{\xi k_BT}{6\pi\eta D_\infty L}=\xi\frac RL .
\label{ratio}
\end{equation}
The data of part (d) give $R=0.1054$ nm and $R/L=0.0849$. At fixed $R$ and $L$ the model loses the same 24.1\,\% of its own $D_\infty$.

The absolute values are all divided by three:
\begin{align}
D_\infty&=2.3/3=0.767\ \text{nm}^2/\text{ns},\\
D_\infty-D_L&=0.554/3=0.185\ \text{nm}^2/\text{ns},\\
D_L&=0.582\ \text{nm}^2/\text{ns}.
\end{align}
Relative to experiment the box now suppresses $0.185/2.3=8.0\,\%$. The value in the box lies about 75\,\% below $D_{\rm exp}$. Of this deficit, 67 percentage points belong to the model liquid itself and 8 to the box.

Using the experimental viscosity would add $0.554$ instead of $0.185$ and give $1.136$ nm$^2$/ns. That is about 48\,\% above the true $D_\infty$ of the model. The result lies closer to experiment, but for a wrong reason: part of the model's error has been hidden in the correction. The viscosity in Eq.~(\ref{yh}) must be that of the simulated liquid.

\section*{Part (f): how far the leading order can be trusted}

\textbf{Question.} For the box of part (d), estimate the effects of the finite tracer size, of tracer motion while the flow decays, and of a viscosity that depends on wavenumber. Then say what the result does and does not tell about a first-principles calculation.

\textbf{Answer.} \emph{Finite size.} Let $\psi(\mathbf r)$ be $B$ of Eq.~(\ref{B}) with $|f_k|^2$ replaced by $e^{i\mathbf k\cdot\mathbf r}$, so that $\psi(0)=\xi/L$. Applying $\nabla^2$ cancels $1/k^2$ and changes the sign. The integral then gives $\delta(\mathbf r)$, and the sum gives a delta function at every lattice point minus $1/V$. For $|\mathbf r|<L$ the two deltas at the origin cancel, leaving
\begin{equation}
\nabla^2\psi=-\frac{4\pi}{V}.
\end{equation}
By Gauss's theorem, the mean of $\psi$ over a sphere of radius $s$ changes with $s$ at the rate $(s/3)\nabla^2\psi$. Integration from $0$ to $a$ adds $(a^2/6)\nabla^2\psi$ to the central value. For the shell, $|f_k|^2$ averages $\psi(\mathbf r-\mathbf r')$ over two points of the shell, so this shift enters twice. If $2a<L$,
\begin{equation}
B=\frac{\xi}{L}-\frac{4\pi a^2}{3L^3},\qquad
\frac{D_L}{D_\infty}=1-\xi\frac aL+\frac{4\pi}{3}\left(\frac aL\right)^3,
\end{equation}
where the second relation uses Eq.~(\ref{stokes}). For $a=R$ the correction shrinks by 1.1\,\% of itself, and the suppressed fraction becomes 23.8\,\%. The radius $a$ is not fixed once local motion carries part of $D$, and the shift grows as $a^2$: it is 1.9\,\% for $a=0.14$ nm and 7.5\,\% for $a=0.28$ nm.

\emph{Tracer motion.} If the tracer diffuses independently of the mode, the phase in its velocity correlation decays as $e^{-Dk^2t}$. For viscous decay the total rate becomes $(\nu+D)k^2$, and each diffusion coefficient is multiplied by $\nu/(\nu+D)$. If the same $D=D_{\rm exp}$ is used in the box and in the infinite liquid, the correction is multiplied by this factor too. With $\nu=\eta/\rho=900$ nm$^2$/ns this lowers it by about 0.25\,\%. In fact the tracer moves with $D_L$ in the box and with $D_\infty$ outside it. If the flow modes carry all of the diffusion, the difference then falls to first order by $(D_\infty^2-D_L^2)/\nu$, which is the fraction $(D_\infty+D_L)/\nu$ of itself, or about 0.45\,\%. If local motion carries part of it, the fraction lies between 0.25\,\% and 0.45\,\%. These figures hold for purely viscous transverse modes. In this box the viscous decay time $L^2/(4\pi^2\nu)$ of the slowest mode is only 0.043 ps, shorter than the stress relaxation of water, so purely viscous decay is not the actual regime. The figures do not bound the effect when the stress has memory, because the result then depends on short wavelengths, where this simple description is unreliable. With an exponential memory of 0.5 ps and $|f_k|^2=e^{-k^2s^2}$, $s=0.12$ nm, the correction rises by about 2\,\% of itself, and the rise grows steeply for narrower weights.

\emph{Wavenumber-dependent viscosity.} The smallest wavenumber of the box is $2\pi/L=5.06$ nm$^{-1}$, a wavelength of a few molecular diameters. As a model take $\eta(k)=\eta/(1+k^2\ell^2)$. Then $1/k^2$ is replaced by $1/k^2+\ell^2$. The extra constant contributes $4\pi\ell^2$ times the bracket of Eq.~(\ref{B}) acting on a smooth cutoff. By Eq.~(\ref{Gsmall}) the bracket tends to $1/V$, so
\begin{equation}
\frac{\xi}{L}\;\to\;\frac{\xi}{L}+\frac{4\pi\ell^2}{L^3}.
\end{equation}
For the chosen length $\ell=0.1$ nm the correction rises by 2.9\,\% of itself. In this model the viscosity at the smallest wavenumber is some 20\,\% below $\eta$, yet the correction changes little, because $D_\infty$ and $D_L$ both contain the altered modes and much of the change cancels. Only the difference is meaningful here: with this $\eta(k)$ and the shell weight, $D_\infty$ and $D_L$ each diverge. The value of $\ell$ is not derived from water, and the change grows as $\ell^2$, to 6.5\,\% at $0.15$ nm and 11.5\,\% at $0.2$ nm, so this is an estimate of scale and not an error bar.

\emph{Meaning for a first-principles calculation.} The box size and the rough liquid data are those of water near room temperature, and for them the predicted suppression is about one quarter. This figure assumes that the simulated water has the experimental viscosity and diffusion coefficient, which a model need not have. The threefold change of part (e) moves the fraction of $D_{\rm exp}$ from 24\,\% to 8\,\%, far more than the three effects as estimated here for $a=R$, viscous decay and $\ell=0.1$ nm. The correction also leaves untouched the errors of the density functional, the neglect of quantum motion of the nuclei, and the statistical error of a short trajectory. A corrected value that agrees with experiment therefore does not by itself show that the model is accurate.
